# Elliott's Formula and the Common Absorption Limit at the Band Edge

## 1. What has to be decided

Anyone computing the absorption onset of a semiconductor must decide whether the electron-hole attraction can be left out near the gap, and where in the spectrum the gap is to be read. Free pairs give an onset proportional to \(\sqrt{\omega-E_g}\), and the gap is where it reaches zero. With a Coulomb attraction there are lines below the gap and a finite absorption at it, so a square-root fit looks for a feature that is absent.

The sharp spectrum below the gap consists of separate lines, so it is not continuous point by point. What is continuous is the absorption strength per unit energy: averaged below the edge, it tends to the value that the continuum reaches from above.

## 2. The pair equation

Hartree atomic units are used. The valence and conduction bands are parabolic and isotropic around a direct gap \(E_g\), with \(1/\mu=1/m_c+1/m_v\). The theory is linear response in generalized Kohn–Sham theory, in the Tamm–Dancoff form, with nonlocal exchange whose long-range fraction is \(1/\epsilon\). A pair state has amplitudes \(A_{\mathbf k}\), with \(\sum_{\mathbf k}|A_{\mathbf k}|^2=1\).

Exchange couples pairs \(\mathbf k\) and \(\mathbf k'\) with a minus sign. If the periodic parts of the Bloch functions at nearby wavevectors have overlap one, the coupling is

\[
-\frac1{V^2}\iint \frac{e^{-i(\mathbf k-\mathbf k')\cdot(\mathbf r-\mathbf r')}}{\epsilon|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=-\frac{4\pi}{V\epsilon|\mathbf k-\mathbf k'|^2}.
\]

Dropping short-range kernel terms and local fields, and writing \(E=\omega-E_g\),

\[
\frac{k^2}{2\mu}A_{\mathbf k}-\frac1V\sum_{\mathbf k'}\frac{4\pi}{\epsilon|\mathbf k-\mathbf k'|^2}A_{\mathbf k'}=E A_{\mathbf k}.
\]

Define \(\phi(\mathbf r)=V^{-1/2}\sum_{\mathbf k}A_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\), which is normalized to one. Multiply the equation by \(V^{-1/2}e^{i\mathbf k\cdot\mathbf r}\) and sum over \(\mathbf k\). The factor \(k^2\) becomes \(-\nabla^2\), and the convolution becomes a product with \(V^{-1}\sum_{\mathbf q}4\pi e^{i\mathbf q\cdot\mathbf r}/(\epsilon q^2)=1/(\epsilon r)\):

\[
\left(-\frac{\nabla^2}{2\mu}-\frac1{\epsilon r}\right)\phi=E\phi .
\]

This is the Wannier equation, with natural length and energy

\[
a=\frac{\epsilon}{\mu},\qquad R=\frac{1}{2\mu a^2}=\frac{\mu}{2\epsilon^2}.
\]

The model needs \(R\ll E_g\) and \(a\) large compared with the lattice spacing, so that small wavevectors carry most of the norm of a bound pair. The sum of amplitudes, which sets the absorption strength in Section 3, converges more slowly: for the lowest state \(A_{\mathbf k}\) falls as \(k^{-4}\), so the part of the sum beyond a wavevector \(K\) falls only as \(1/K\).

The long-range exchange is essential. A semilocal adiabatic kernel acts at a single point, and at small \(\mathbf k,\mathbf k'\) its matrix element is a constant divided by \(V\). In \(\phi\) that is a contact interaction, without a Coulomb tail.

## 3. From pair states to absorption

A macroscopic field \(F\) along \(x\) adds \(+xF\) to the Hamiltonian of an electron of charge \(-1\). First-order perturbation theory for transitions of energy \(\omega_\lambda\) gives the polarization

\[
\frac PF=\frac1V\sum_\lambda|x_\lambda|^2\left[\frac1{\omega_\lambda-\omega-i0}+\frac1{\omega_\lambda+\omega+i0}\right].
\]

Since \(\varepsilon_M=1+4\pi P/F\), and for \(\omega>0\) only the first bracketed term has an imaginary part, \(\pi\delta(\omega-\omega_\lambda)\),

\[
\operatorname{Im}\varepsilon_M=\frac{4\pi^2}{V}\sum_\lambda|x_\lambda|^2\delta(\omega-\omega_\lambda).
\]

This prefactor was tested against the absorption area of a classical oscillator.

Let the interband position element along the polarization be a constant \(d\) near the gap. For one spin, \(|x_\lambda|^2=d^2|\sum_{\mathbf k}A_{\mathbf k}|^2=d^2V|\phi_\lambda(0)|^2\), because setting \(\mathbf r=0\) in \(\phi\) gives the sum of amplitudes. With electron-hole Hartree coupling dropped, the two spins contribute independently and supply a factor 2:

\[
\operatorname{Im}\varepsilon_M=8\pi^2d^2D(E),\qquad
D(E)=\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda).
\]

Light creates electron and hole at zero separation on the scale of \(a\), so the probability of finding them together sets the strength.

States with angular momentum \(l>0\) behave as \(r^l\) and vanish at the origin. For s states put \(\phi=u/(\sqrt{4\pi}\,r)\) with \(u(0)=0\). Then

\[
u''+\left(2\mu E+\frac{2}{ar}\right)u=0,\qquad
|\phi(0)|^2=\frac{u'(0)^2}{4\pi\int_0^\infty u^2dr}.
\]

## 4. Bound states: the \(1/n^3\) law

**The decaying solution.** For \(E<0\) let \(\kappa=\sqrt{-2\mu E}\), \(\rho=2\kappa r\) and \(\nu=1/(\kappa a)=\sqrt{R/(-E)}\). The radial equation becomes \(u_{\rho\rho}+(-\tfrac14+\nu/\rho)u=0\). Inserting \(u=\rho e^{-\rho/2}f\) gives

\[
\rho f''+(2-\rho)f'-\alpha f=0,\qquad \alpha=1-\nu .
\]

For \(\alpha>0\) a solution without exponential growth is

\[
U(\alpha,2,\rho)=\frac1{\Gamma(\alpha)}\int_0^\infty e^{-\rho t}t^{\alpha-1}(1+t)^{1-\alpha}dt .
\]

To verify this, note that the differential operator turns the integrand into \(-\frac{d}{dt}[e^{-\rho t}t^\alpha(1+t)^{2-\alpha}]\), whose integral vanishes. For \(\rho\to0\) large \(t\) dominates, so \(U\to1/[\Gamma(\alpha)\rho]\). For \(\rho\to\infty\) small \(t\) dominates, so \(U\to\rho^{-\alpha}\). Analytic continuation extends both to other \(\alpha\). The decaying solution \(w=\rho e^{-\rho/2}U\) therefore has

\[
w(0)=\frac1{\Gamma(1-\nu)} .
\]

A bound state needs \(w(0)=0\), which happens at \(\nu=n=1,2,\dots\), so \(E_n=-R/n^2\).

**The norm from the energy derivative.** Write a dot for \(\partial/\partial E\). Differentiating \(w''=-(2\mu E+2/(ar))w\) gives \(\dot w''=-(2\mu E+2/(ar))\dot w-2\mu w\). Hence

\[
(w\dot w'-w'\dot w)'=w\dot w''-w''\dot w=-2\mu w^2 .
\]

Integrate from zero to infinity. The upper limit vanishes because \(w\) and \(\dot w\) decay, and at a level \(w(0)=0\). What remains is

\[
\int_0^\infty w^2dr=-\frac{w'(0)\,\dot w(0)}{2\mu},\qquad
\frac{w'(0)^2}{\int w^2dr}=-2\mu\frac{w'(0)}{\dot w(0)} .
\]

The identity was tested by quadrature for \(n=1\) and \(n=3\).

**The slope.** At \(\nu=n\), \(U\) is a polynomial \(\sum_jc_j\rho^j\) of degree \(n-1\) with \(c_{n-1}=1\). The differential equation gives \((j+1)(j+2)c_{j+1}=(j+1-n)c_j\). Working down to \(j=0\),

\[
c_0=\prod_{j=0}^{n-2}\frac{(j+1)(j+2)}{j+1-n}
=\frac{(n-1)!\,n!}{(-1)^{n-1}(n-1)!}=(-1)^{n-1}n!,
\]

so \(w'(0)=2\kappa(-1)^{n-1}n!\).

**The energy derivative.** Near \(\nu=n\), \(1/\Gamma(1-\nu)\simeq(-1)^{n-1}(n-1)!\,(n-\nu)\). Also \(d\nu/dE=\nu/(-2E)=\nu^3/(2R)\). Thus

\[
\dot w(0)=-(-1)^{n-1}(n-1)!\,\frac{n^3}{2R}.
\]

**The strength.** The signs cancel. With \(\kappa=1/(na)\) and \(2\mu R=1/a^2\),

\[
\frac{w'(0)^2}{\int w^2dr}=2\mu\,\frac{2\kappa\,n!\,2R}{(n-1)!\,n^3}
=\frac{8\mu R\kappa}{n^2}=\frac{4}{a^3n^3}.
\]

Division by \(4\pi\) gives

\[
|\phi_n(0)|^2=\frac1{\pi a^3n^3}.
\]

## 5. Continuum: the Sommerfeld factor

**Amplitude at large distance.** For \(E>0\) let \(k=\sqrt{2\mu E}\) and \(\eta=1/(ka)=\sqrt{R/E}\). Replacing \(\kappa\) by \(-ik\) turns \(\nu\) into \(i\eta\). The solution regular at the origin is

\[
u=r\,e^{ikr}M(1-i\eta,2,-2ikr),\qquad u'(0)=1,
\]

where \(M\) is the solution of the equation for \(f\) that equals one at the origin. The radial equation and the starting values are real, so \(u\) is real. At large \(|z|\), the algebraic part of \(M(\alpha,2,z)\) is \((-z)^{-\alpha}/\Gamma(2-\alpha)\), a standard asymptotic form. Here \(-z=2kr\,e^{i\pi/2}\), so this part has modulus

\[
\frac{\left|(2kr\,e^{i\pi/2})^{-1+i\eta}\right|}{|\Gamma(1+i\eta)|}
=\frac{e^{-\pi\eta/2}}{2kr\,|\Gamma(1+i\eta)|}.
\]

The other part must supply the complex conjugate to make \(u\) real, which doubles the amplitude:

\[
u\to A\sin(kr+\eta\ln2kr+\delta),\qquad
A=\frac{e^{-\pi\eta/2}}{k|\Gamma(1+i\eta)|}.
\]

The reflection formula gives \(|\Gamma(1+i\eta)|^2=i\eta\,\Gamma(i\eta)\Gamma(1-i\eta)=\pi\eta/\sinh\pi\eta\). Therefore

\[
\frac1{A^2k^2}=\frac{\pi\eta\,e^{\pi\eta}}{\sinh\pi\eta}
=\frac{2\pi\eta}{1-e^{-2\pi\eta}}\equiv S .
\]

A free wave with unit slope, \(\sin(kr)/k\), has \(A^2k^2=1\). Thus \(S\) is the enhancement of the probability at the origin for a fixed wave amplitude far away. The amplitude was tested at \(ka=0.5\), 1 and 3.

**Counting states.** Put the pair in a large sphere of radius \(L\). Then \(\int u^2dr\simeq A^2L/2\), and each state has \(|\phi(0)|^2=1/(2\pi A^2L)\). The wall requires \(kL+\eta\ln2kL+\delta=j\pi\), so to leading order in \(L\) the level density is \(dj/dE=(L/\pi)(\mu/k)\). The product is

\[
D(E)=\frac1{2\pi A^2L}\,\frac{L\mu}{\pi k}=\frac{\mu k}{2\pi^2}S .
\]

For \(S=1\) this is the free-pair result \(\int\frac{d^3k'}{(2\pi)^3}\,\delta(E-k'^2/2\mu)=\mu k/(2\pi^2)\).

Elliott's formula is the sum of the two parts:

\[
\operatorname{Im}\varepsilon_M=8\pi^2d^2\left[\sum_{n=1}^\infty\frac{\delta(E+R/n^2)}{\pi a^3n^3}+\theta(E)\frac{\mu k}{2\pi^2}\,\frac{2\pi\eta}{1-e^{-2\pi\eta}}\right].
\]

## 6. The two sides of the edge

**From above.** Since \(k\eta=1/a\), the wavevector cancels from the continuum prefactor:

\[
D(E)=\frac{D_0}{1-e^{-2\pi\sqrt{R/E}}},\qquad
D_0=\frac{\mu}{\pi a}=\frac{\mu^2}{\pi\epsilon}=\frac1{2\pi Ra^3}.
\]

The last form uses \(Ra^3=a/(2\mu)\). As \(E\to0^+\) the exponential vanishes and \(D\to D_0\). The free density falls as \(\sqrt E\) while \(S\) grows as \(2\pi\sqrt{R/E}\), so their product stays finite.

**From below.** Levels near \(n\) have density \(dn/dE=n^3/(2R)\). Multiplying by the strength of one level gives \(D_0\): the strength and the spacing both fall as \(1/n^3\).

To make this a limit, take a window \(-\Delta<E<0\) with \(R/(N+1)^2<\Delta\le R/N^2\). It contains the levels \(n\ge N+1\). Comparing the sum with integrals,

\[
\frac1{2(N+1)^2}\le\sum_{n=N+1}^{\infty}\frac1{n^3}\le\frac1{2N^2}.
\]

Multiply by \(1/(\pi a^3)\), then divide by \(\Delta\) and by \(D_0=1/(2\pi Ra^3)\). The average strength per energy satisfies

\[
\frac{N^2}{(N+1)^2}\le\frac{\langle D\rangle}{D_0}\le\frac{(N+1)^2}{N^2}.
\]

Both bounds tend to one as the window shrinks, wherever its lower end falls between levels. This is the precise sense in which absorption is continuous across the edge.

**With a linewidth.** Give each transition a Lorentzian of half-width \(\gamma=gR\) and evaluate the result at \(E=0\). The bound states contribute, relative to \(D_0\),

\[
\frac2\pi\sum_{n=1}^\infty\frac{gn}{1+g^2n^4}
=\frac2\pi\left(\frac\pi4-\frac g{12}+\dots\right)=\frac12-\frac g{6\pi}+\dots
\]

by the Euler–Maclaurin formula: the integral of the summand is \(\pi/4\), its value at \(n=0\) is zero and its slope there is \(g\). In the continuum write \(D/D_0=1+1/(e^{2\pi\sqrt{R/E}}-1)\). The one contributes \(1/2\). In the rest, \(\gamma^2\) may be dropped from the Lorentzian denominator to leading order. With \(t=\sqrt{R/E}\),

\[
\frac{2g}\pi\int_0^\infty\frac{t\,dt}{e^{2\pi t}-1}
=\frac{2g}\pi\,\frac1{24}=\frac g{12\pi}.
\]

The total is \(1-g/(12\pi)\) to leading order. For \(g=0.1\) this gives 0.99735, as does the direct evaluation. The limit of one as \(g\to0\) is a property of the edge, but the coefficient of \(g\) draws on the Lorentzian tails of the far continuum. Cutting the continuum off at \(100R\) changes it from \(-1/(12\pi)=-0.027\) to \(-0.038\).

The order of limits matters. At a fixed energy below the edge, letting \(\gamma\to0\) resolves the lines again. A smooth spectrum there requires \(\gamma\) to be at least comparable with the local spacing \(2R/n^3=2R(|E|/R)^{3/2}\).

**A short-range attraction.** The finite edge value comes from the Coulomb tail. For a short-range attraction, the zero-energy solution with \(u'(0)=1\) becomes a straight line of slope \(c\) outside the force. At small \(k\) it joins to \(A\sin(kr+\delta)\) with \(Ak\to c\). If \(c\ne0\), then \(S\to1/c^2\) is finite and \(D\) still vanishes as \(\sqrt E\). The case \(c=0\) is a zero-energy resonance and needs separate treatment.

## 7. A worked case

Take round model parameters \(\mu=0.1\), \(\epsilon=10\), \(E_g=0.1\) hartree and \(d=5\) bohr. Then

\[
a=\frac{10}{0.1}=100\ \text{bohr},\qquad
R=\frac{0.1}{2\times10^2}=5\times10^{-4}\ \text{hartree}=13.6\ \text{meV}.
\]

The ratio \(R/E_g=0.005\) is small, which is enough for the level energies. The strengths are more sensitive, because the amplitude sum converges only as \(1/K\) and their corrections scale with \(\sqrt{R/E_g}=0.07\). Here 13% of the sum for the lowest state comes from \(ka>10\), where the free pair energy exceeds \(E_g/2\). If the momentum element rather than \(d\) is held constant, so that \(d(k)=dE_g/(E_g+k^2/2\mu)\) with parabolic bands, the first line loses 24% of its strength and the edge value below falls from 0.628 to 0.47. Nonparabolic bands change the size of this shift again. The absolute strengths that follow belong to the model with constant \(d\) and parabolic bands, and are not accurate to the digits shown for a real solid with these parameters.

**Lines.** The first line has area \(8\pi^2d^2/(\pi a^3)=6.28\times10^{-4}\) hartree, or 17.1 meV. The second has one eighth of this, \(7.85\times10^{-5}\) hartree. Diagonalizing the radial Hamiltonian on a grid gave the first five strengths within the asserted relative tolerance of \(10^{-3}\).

**Edge.** Here \(D_0=0.1^2/(10\pi)=3.18\times10^{-4}\) hartree\(^{-1}\) bohr\(^{-3}\), and

\[
\operatorname{Im}\varepsilon_M(E_g)=8\pi^2\times25\times3.18\times10^{-4}=0.628 .
\]

Free pairs give zero. For a weakly absorbed wave the intensity decays with \(\alpha=\omega\operatorname{Im}\varepsilon_M/(n_rc)\). Taking a constant refractive index \(n_r=\sqrt{10}\) and \(c=137.0\),

\[
\alpha=\frac{0.1\times0.628}{3.162\times137.0}=1.45\times10^{-4}\ \text{bohr}^{-1}=2.74\times10^4\ \text{cm}^{-1}.
\]

**Continuum.** The attraction matters far above the edge when measured in units of \(R\):

| \(E/R\) | \(S\) | free \(\operatorname{Im}\varepsilon_M\) | with attraction |
|---:|---:|---:|---:|
| 0.01 | 62.8 | 0.010 | 0.628 |
| 1 | 6.29 | 0.100 | 0.629 |
| 10 | 2.30 | 0.316 | 0.728 |
| 100 | 1.35 | 1.000 | 1.347 |

From the edge to \(E=R\) the absorption is nearly flat, because the exponential correction at \(E=R\) is only \(e^{-2\pi}\). The ratio to free pairs returns to one only slowly: for small \(\eta\), \(S\simeq1+\pi\sqrt{R/E}\). The difference does not vanish in this model: the free density times \(\pi\sqrt{R/E}\) is \(D_0/2\), so the excess of the curve with attraction over the free one tends to half the edge value far above the edge. In the table it is 0.66 of the edge value at \(10R\) and 0.55 at \(100R\). At \(100R\) the enhancement is still 35%, although \(E\) is then half the gap. The last row therefore illustrates the formula; parabolic bands and a constant \(d\) are doubtful there.

**Averages below the edge.** For a window of depth \(R/N^2\), level \(N\) sits on its boundary. With \(N=10\) the average is \(1.105D_0\) if that level is included and \(0.905D_0\) if not. With \(N=100\) the values are 1.010 and 0.990. The approach to one is of order \(1/N\).

**Broadened spectrum.** With \(\gamma=0.05R\), \(\operatorname{Im}\varepsilon_M\) is 8.02 at the first line and 1.13 at the second. An isolated first line would have height \(6.28\times10^{-4}/(\pi\times2.5\times10^{-5})=8.00\); the small excess comes from the tails of the other transitions. At \(E=-0.05R\), 0 and \(+0.05R\) the values are 0.6273, 0.6275 and 0.6275. The spacing estimate at \(-0.05R\) is \(0.022R\), below the half-width, so the lines there have merged.

The whole broadened spectrum was tested at six energies against the grid resolvent of the Wannier equation, which uses neither the \(1/n^3\) law nor the Sommerfeld factor. They agree within the asserted relative tolerance of \(3\times10^{-3}\). The values are in the numerical output below.

## 8. Reading a calculated edge

The broadened spectrum has no visible mark at \(E_g\). If the first two s lines are resolved and follow the Coulomb series, their energies \(\omega_1\) and \(\omega_2\) locate the gap. Since \(\omega_2-\omega_1=3R/4\) and \(E_g=\omega_1+R\),

\[
E_g=\frac{4\omega_2-\omega_1}{3}.
\]

This relation fails when the levels depart from \(-R/n^2\). That happens when the first exciton is small enough to feel the lattice, which shifts the first line more than the second, or when screening changes with distance or frequency, so that one constant \(\epsilon\) does not serve both lines. Ionic polarization, left out here, is a possible source of such a change.

Other departures alter the edge itself. Mobile carriers that screen the Coulomb tail remove the infinite series. If the transition is forbidden at the gap, \(d\) vanishes there and \(|\phi(0)|^2\) no longer sets the strength. Strong anisotropy or confinement changes the pair equation. For an allowed direct gap with a \(1/(\epsilon r)\) tail that mobile carriers do not cut off, leaving out the attraction is a poor approximation even at energies several times \(R\) above the edge.

## Values computed for the example and the checks

```
reduced mass = 0.1 m_e, screening = 10.0
gap = 0.1 hartree, position element = 5.0 bohr
exciton radius a = 100.0 bohr
binding R = 5.000e-04 hartree = 13.606 meV
n, level/R (grid), |phi(0)|^2 grid, formula (bohr^-3), area (hartree)
  1 -0.99998 3.1833e-07 3.1831e-07 6.2832e-04
  2 -0.25000 3.9792e-08 3.9789e-08 7.8540e-05
  3 -0.11111 1.1790e-08 1.1789e-08 2.3271e-05
  4 -0.06250 4.9741e-09 4.9736e-09 9.8175e-06
  5 -0.04000 2.5468e-09 2.5465e-09 5.0265e-06
n=1 line area = 17.10 meV
box states tested = 46, largest relative deviation = 1.5e-04
E/R, Sommerfeld factor, Im eps free, Im eps with attraction
  0.01 62.8319 0.0100 0.6283
  0.1 19.8692 0.0316 0.6283
  1 6.2949 0.1000 0.6295
  10 2.3027 0.3162 0.7282
  100 1.3468 1.0000 1.3468
edge density D0 = 3.1831e-04 hartree^-1 bohr^-3
Im eps at edge = 0.6283
edge absorption coefficient = 1.450e-04 bohr^-1 = 2.740e+04 cm^-1
N, window average/D0: below with N, below without N, above
  10 1.10498 0.90498 1.00000
  100 1.01005 0.99005 1.00000
half-width/R, broadened edge value/D0
  0.1 0.9973488
  0.01 0.9997347
  0.001 0.9999735
broadened Im eps, half-width = 0.05 R
E/R, formula, grid resolvent
  -1 8.0169 8.0173
  -0.25 1.1272 1.1272
  -0.05 0.6273 0.6274
  0 0.6275 0.6275
  0.05 0.6275 0.6275
  1 0.6285 0.6285
```
